# Exchange Shift at the Fermi Surface of a Multivalley Electron Gas

A calculation of band-gap narrowing in a heavily doped semiconductor often starts from the bare exchange energy of the added electrons. Two choices then matter. The first is where in the conduction band to evaluate it. An absorption threshold set by the lowest empty states needs the value at the Fermi surface; the energy of the band minimum needs the value at the minimum, which for bare exchange is twice as large. The second is the number of valleys: at fixed total density the bare exchange shift is inversely proportional to the cube root of that number. Both rules concern bare exchange alone. With screening and correlation among the carriers, neither rule need hold for the total shift, which can be nearly the same at the minimum and at the Fermi surface.

## The model and the result

A density $n$ of electrons at zero temperature fills $g$ equivalent valleys equally, with equal spin populations. Each valley is a parabolic spheroid with masses $m_t,m_t,m_l$ and $r=m_l/m_t\ge1$. Momentum $\mathbf k$ is measured from the valley minimum, and energy from the minimum of the non-interacting band. Electrons repel through $1/(\varepsilon R)$, where $\varepsilon$ is the dielectric constant of the lattice; screening by the carriers is left out until its size is estimated below. The uniform electrostatic energy cancels against the donor charge, taken as a uniform background. Atomic units are used in the algebra.

To first order in the interaction, and without exchange between valleys, the exchange shift of the chemical potential is

$$\Delta_F=-\frac{k_F}{\pi\varepsilon}\,\Phi(r),\qquad k_F=\left(\frac{3\pi^2n}{g}\right)^{1/3},\qquad \Phi(r)=r^{1/3}\,\frac{\arctan\sqrt{r-1}}{\sqrt{r-1}},$$

with $\Phi(1)=1$. For $r\neq1$ the shift of an individual state varies over the Fermi surface, and $\Delta_F$ is its average weighted by the density of states.

Both derivations use one change of variables. Define

$$m_d=(m_t^2m_l)^{1/3},\qquad a_i=\frac{m_i}{m_d},\qquad k_i=\sqrt{a_i}\,q_i .$$

Since $a_1a_2a_3=1$, volumes are unchanged: $d^3k=d^3q$. The kinetic energy becomes $\sum_i k_i^2/2m_i=q^2/2m_d$, so the filled spheroid becomes a sphere of radius $k_F$. Counting two spins and $g$ valleys,

$$n=2g\,\frac{1}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{g k_F^3}{3\pi^2},$$

which gives the stated $k_F$. The anisotropy now sits in the interaction. For a difference vector $\mathbf u=u\hat{\mathbf u}$ in the scaled space,

$$|\mathbf k-\mathbf k'|^2=u^2G(\hat{\mathbf u}),\qquad G=\sum_i a_i\hat u_i^2 .$$

With $a_t=r^{-1/3}$, $a_l=r^{2/3}$ and $\mu$ the cosine of the angle to the long axis, $G=r^{-1/3}[1+(r-1)\mu^2]$. The average of $1/G$ over directions is

$$\frac1{4\pi}\int\frac{d\Omega}{G}=r^{1/3}\int_0^1\frac{d\mu}{1+(r-1)\mu^2}=\Phi(r).$$

## First derivation: energies of single states

Exchange acts between electrons of the same spin and, in this model, the same valley. The Fock energy of a state is

$$\Sigma(\mathbf k)=-\int_{\rm filled}\frac{d^3k'}{(2\pi)^3}\,\frac{4\pi}{\varepsilon|\mathbf k-\mathbf k'|^2}.$$

Change to scaled variables and use polar coordinates centred on $\mathbf q$, so that $\mathbf q'=\mathbf q+u\hat{\mathbf u}$. The factor $u^2$ in the volume element cancels the $u^2$ of the interaction. What remains of the radial integral is the length $L$ of the ray inside the sphere:

$$\Sigma(\mathbf q)=-\frac{4\pi}{(2\pi)^3\varepsilon}\int\frac{d\Omega}{G}\int_0^{L}du=-\frac{1}{2\pi^2\varepsilon}\int d\Omega\,\frac{L(\mathbf q,\hat{\mathbf u})}{G(\hat{\mathbf u})}.$$

For a point on the surface, the far end of the ray obeys $|\mathbf q+L\hat{\mathbf u}|^2=k_F^2$. Since $q=k_F$, this is $L^2+2L\,\mathbf q\cdot\hat{\mathbf u}=0$. Hence $L=2k_F|\hat{\mathbf q}\cdot\hat{\mathbf u}|$ for inward directions and $L=0$ for outward ones. Because $G(-\hat{\mathbf u})=G(\hat{\mathbf u})$, the inward hemisphere gives half the integral over all directions:

$$\Sigma_F(\hat{\mathbf q})=-\frac{k_F}{2\pi^2\varepsilon}\int d\Omega\,\frac{|\hat{\mathbf q}\cdot\hat{\mathbf u}|}{G(\hat{\mathbf u})}.$$

For a spherical valley $G=1$ and the integral is $2\pi$, so $\Sigma_F=-k_F/\pi\varepsilon$.

The chemical potential follows from conservation of electrons. Let $\epsilon_0$ be the kinetic energy and $\mu_0$ its Fermi value. The states with $\epsilon_0+\Sigma<\mu_0+\Delta_F$ must have the same number as those with $\epsilon_0<\mu_0$. Since $L$ changes continuously with $\mathbf q$ for every direction of the ray, $\Sigma$ is continuous at the surface. To first order the change in number is therefore

$$2g\int\frac{d^3q}{(2\pi)^3}\,\delta(\epsilon_0-\mu_0)\,[\Delta_F-\Sigma_F(\hat{\mathbf q})]=0 .$$

The energy $\epsilon_0=q^2/2m_d$ does not depend on the direction of $\mathbf q$, so all directions $\hat{\mathbf q}$ have equal weight, and $\Delta_F$ is the plain average of $\Sigma_F$ over them. For fixed $\hat{\mathbf u}$, the average of $|\hat{\mathbf q}\cdot\hat{\mathbf u}|$ is $\int_0^1x\,dx=1/2$. Thus

$$\Delta_F=-\frac{k_F}{4\pi^2\varepsilon}\int\frac{d\Omega}{G}=-\frac{k_F}{4\pi^2\varepsilon}\,4\pi\Phi=-\frac{k_F}{\pi\varepsilon}\Phi(r).$$

### The minimum and the two principal directions

At $\mathbf q=0$ every ray has length $k_F$, and

$$\Sigma(0)=-\frac{k_F}{2\pi^2\varepsilon}\,4\pi\Phi=-\frac{2k_F}{\pi\varepsilon}\Phi=2\Delta_F .$$

The factor two holds for every mass ratio in this model. Bare exchange lowers the minimum more than the Fermi surface and so widens the occupied part of the band; correlation opposes this widening.

At the pole of the spheroid, on its long axis, $|\hat{\mathbf q}\cdot\hat{\mathbf u}|=|\mu|$. The angular integral is

$$4\pi r^{1/3}\int_0^1\frac{\mu\,d\mu}{1+(r-1)\mu^2}=2\pi r^{1/3}\frac{\ln r}{r-1}.$$

On the equator $|\hat{\mathbf q}\cdot\hat{\mathbf u}|=\sqrt{1-\mu^2}\,|\cos\varphi|$. The azimuthal integral of $|\cos\varphi|$ is 4, and the two signs of $\mu$ give another factor 2. With $\mu=\sin\theta$ and then $t=\tan\theta$,

$$8r^{1/3}\int_0^1\frac{\sqrt{1-\mu^2}\,d\mu}{1+(r-1)\mu^2}=8r^{1/3}\int_0^\infty\frac{dt}{(1+t^2)(1+rt^2)} .$$

The integrand on the right equals $[r/(1+rt^2)-1/(1+t^2)]/(r-1)$, whose integral is $\frac{\pi}{2}(\sqrt r-1)/(r-1)=\pi/[2(1+\sqrt r)]$. Multiplying both angular integrals by $-k_F/2\pi^2\varepsilon$ gives

$$\Sigma_{\rm pole}=-\frac{k_F}{\pi\varepsilon}\,\frac{r^{1/3}\ln r}{r-1},\qquad
\Sigma_{\rm eq}=-\frac{k_F}{\pi\varepsilon}\,\frac{2r^{1/3}}{1+\sqrt r}.$$

Both factors tend to 1 as $r\to1$.

## Second derivation: the total exchange energy

This route never evaluates the energy of a single state. The first-order exchange energy per volume is the interaction summed over pairs of filled states. The factor $1/2$ for double counting cancels the two spins:

$$e_x=-g\int_{\rm filled}\!\int_{\rm filled}\frac{d^3k\,d^3k'}{(2\pi)^6}\,\frac{4\pi}{\varepsilon|\mathbf k-\mathbf k'|^2}.$$

In scaled variables, sort the pairs by their difference $\mathbf u$. The number of pairs with a given $\mathbf u$ is measured by the common volume $O(u)$ of two spheres of radius $k_F$ whose centres lie $u$ apart. That volume consists of two equal caps:

$$O(u)=2\pi\int_{u/2}^{k_F}(k_F^2-z^2)\,dz=\frac{4\pi}{3}k_F^3-\pi k_F^2u+\frac{\pi}{12}u^3,\qquad 0\le u\le2k_F .$$

The $u^2$ of the volume element again cancels that of the interaction, so the radial integral is

$$\int_0^{2k_F}O(u)\,du=\left(\frac83-2+\frac13\right)\pi k_F^4=\pi k_F^4 .$$

The angular integral is $4\pi\Phi$, and therefore

$$e_x=-\frac{g}{(2\pi)^6}\,\frac{4\pi}{\varepsilon}\,(4\pi\Phi)(\pi k_F^4)=-\frac{g\,\Phi\,k_F^4}{4\pi^3\varepsilon}.$$

The chemical potential is the derivative of the energy density with respect to $n$, so its exchange part is $de_x/dn$ at fixed $g$ and $r$. From $n=gk_F^3/3\pi^2$ one has $dn/dk_F=gk_F^2/\pi^2$, and

$$\frac{de_x}{dn}=\frac{-g\Phi k_F^3/(\pi^3\varepsilon)}{gk_F^2/\pi^2}=-\frac{k_F}{\pi\varepsilon}\Phi=\Delta_F .$$

## What each derivation assumes

Both routes assume parabolic valleys, equal filling, the interaction $1/\varepsilon R$ and first order in that interaction. They differ in what else they need and in what they deliver.

The first needs a meaningful energy for each state and its continuity at the Fermi surface. In return it gives the variation with direction and the shift of the minimum. It also shows how the surface deforms. On the shifted surface $\epsilon_0-\mu_0=\Delta_F-\Sigma_F$, which is negative where exchange is weaker than average. For the example below this happens at the poles, so the spheroid becomes less elongated.

The second needs the energy of the filled spheroids as a function of density, and no single-state energies. The same differentiation would apply to a correlation energy, if one were known. It cannot tell the pole from the equator, or the surface from the minimum.

Unequal filling needs only a small change. The exchange energy is a sum over valleys, so a valley holding density $n_v$ has the shift $-(3\pi^2n_v)^{1/3}\Phi/\pi\varepsilon$. At this level a more populated valley is lowered further.

## Density, valley number and mass ratio

At fixed $g$ and $r$, $|\Delta_F|\propto n^{1/3}$; at fixed $n$ and $r$, $|\Delta_F|\propto g^{-1/3}$. More valleys leave fewer electrons in each, and exchange acts within each valley separately.

The comparison with the Fermi energy $E_F=k_F^2/2m_d$ runs the other way:

$$\frac{|\Delta_F|}{E_F}=\frac{2m_d\Phi}{\pi\varepsilon k_F}\propto\left(\frac gn\right)^{1/3}.$$

Adding valleys lowers the kinetic energy faster than it lowers the exchange.

The mass ratio matters little near $r=1$. With $c=r-1$,

$$\Phi=\left(1+\frac c3-\frac{c^2}{9}+\dots\right)\left(1-\frac c3+\frac{c^2}{5}-\dots\right)=1-\frac{c^2}{45}+\dots,$$

so the linear terms cancel. For very elongated valleys the arctangent tends to $\pi/2$ and $\Phi\simeq(\pi/2)r^{-1/6}$, which still falls slowly.

## A six-valley example

Take a model with $g=6$, $m_t=0.2$, $m_l=1.0$, $\varepsilon=12$ and $n=10^{-4}$ Å$^{-3}$ ($10^{20}$ cm$^{-3}$). Then $r=5$, $m_d=0.342$ and

$$k_F=\left(\frac{3\pi^2\times10^{-4}}{6}\right)^{1/3}\text{Å}^{-1}=0.0790\ \text{Å}^{-1},\qquad E_F=0.0696\ \text{eV}.$$

A spherical valley would have $-k_F/\pi\varepsilon=-0.0302$ eV. With $\Phi=0.947$,

$$\Delta_F=-0.0302\times0.947\ \text{eV}=-0.0286\ \text{eV}\quad(-0.00105\ \text{hartree}).$$

The minimum moves by $-0.0571$ eV. On the surface, the pole factor 0.688 gives $-0.0208$ eV and the equator factor 1.057 gives $-0.0319$ eV. Anisotropy thus changes the mean by about 5% of the spherical value, while the shift differs by 0.011 eV between the two directions.

At fixed density the valley number acts as follows.

| $g$ | $\Delta_F$ (eV) | $E_F$ (eV) | $\lvert\Delta_F\rvert/E_F$ |
|---|---|---|---|
| 1 | −0.0519 | 0.230 | 0.23 |
| 2 | −0.0412 | 0.145 | 0.28 |
| 6 | −0.0286 | 0.070 | 0.41 |

Moving all electrons from six valleys into two, as a strong strain might do, multiplies the shift by $3^{1/3}=1.44$. Raising the density tenfold at $g=6$ multiplies it by $10^{1/3}=2.15$, to $-0.0616$ eV. A ratio of 0.41 is not small, so a first-order result is already doubtful here. The zero-temperature formula also needs $E_F\gg k_BT$; at 300 K $E_F$ is only 2.7 times $k_BT$, and the exchange shift of the chemical potential is about 14% smaller in magnitude than the value given. The numerical output includes a direct integration over the unscaled spheroid and a numerical derivative of the exchange energy; both give $-0.0286$ eV.

## Where the result fails

**Exchange between valleys.** Let another valley lie at a distance $Q\gg k_F$ in momentum. It holds $n/2g$ electrons of each spin. With unit overlap of the Bloch functions and the same $\varepsilon$, it adds

$$-\frac{n}{2g}\,\frac{4\pi}{\varepsilon Q^2}=-\frac{2k_F^3}{3\pi\varepsilon Q^2},\qquad\text{a fraction}\quad \frac{2}{3\Phi}\left(\frac{k_F}{Q}\right)^2\ \text{of}\ \Delta_F .$$

For $Q=1$ Å$^{-1}$ this is 0.0044 per valley, or 0.022 for five valleys placed at the same distance. The lattice screens less at large momentum. With no lattice screening between valleys the estimate rises to 0.26, so the neglect depends on the actual screening and overlaps. These are estimates, not bounds.

**Screening by the carriers.** This is the more serious limit. In the static, long-wavelength approximation the interaction becomes $4\pi/[\varepsilon(|\mathbf k-\mathbf k'|^2+q_s^2)]$ with

$$q_s^2=\frac{4\pi}{\varepsilon}\frac{dn}{dE_F}=\frac{4\pi}{\varepsilon}\,\frac{gm_dk_F}{\pi^2}=\frac{4gm_dk_F}{\pi\varepsilon}.$$

For a spherical valley $|\mathbf k-\mathbf k'|=u$, and the ray integral changes from $L$ to $\int_0^L u^2du/(u^2+q_s^2)=L-q_s\arctan(L/q_s)$. Put $L=2k_Fx$ and $s=q_s/k_F$. The fraction of the surface exchange that survives is

$$f=\int_0^1\left[2x-s\arctan\frac{2x}{s}\right]dx=1-s\arctan\frac2s+\frac{s^2}{4}\ln\left(1+\frac4{s^2}\right).$$

In the example $s=2.28$, and this spherical-valley estimate gives $f=0.10$: about nine tenths of the bare shift is removed. Since $s^2\propto g^{4/3}n^{-1/3}$, screening weakens only slowly with density and strengthens with valley number. Here $q_s$ equals $k_F$ at $n=1.4\times10^{-2}$ Å$^{-3}$, some 140 times the density chosen and far beyond the range of attainable doping and parabolic valleys; even there $f$ is only 0.30.

Strong screening also changes the power laws. For $s\gg1$, $y-\arctan y\simeq y^3/3$ with $y=2x/s$ gives $f\simeq2/(3s^2)$, and the screened exchange becomes

$$-\frac{k_F}{\pi\varepsilon}\,\frac{2}{3s^2}=-\frac{k_F^2}{6gm_d}=-\frac{E_F}{3g}\propto n^{2/3}g^{-5/3}.$$

The dependence $n^{1/3}g^{-1/3}$ therefore belongs to bare exchange and not to its screened form.

The loss of exchange through screening does not mean that the total shift is small. The charge cleared around each electron by screening lowers its energy as well, and this correlation term must be added to the screened exchange. In the static picture it is half the interaction energy of the electron with that cleared charge, which is the same for every state. The static, long-wavelength form gives $-q_s/2\varepsilon=-0.11$ eV in the example and overestimates this term; its size requires screening that depends on wavevector and frequency. Where it is much larger than the screened exchange, the minimum and the Fermi surface move by similar amounts, so the factor two found for bare exchange does not carry over to the total shift. Scattering by the donors and the shift of the valence band are further separate parts of the gap change. In a gap calculation, the bare-exchange term ($\Delta_F$ at the Fermi surface, $2\Delta_F$ at the minimum) should enter beside a correlation term defined relative to it. If screened exchange is used instead, the bare term must not be added again.

## Values computed for the example and the checks

```
MODEL INPUT
valleys g = 6
m_t, m_l = 0.2, 1.0 electron masses
mass ratio r = 5.0
dielectric constant eps = 12.0
density n = 1.0e-04 A^-3 = 1.0e+20 cm^-3
valley separation Q = 1.0 A^-1
FERMI SURFACE
density-of-states mass m_d = 0.3420 electron masses
scaled Fermi wavevector = 0.07902 A^-1
transverse semi-axis = 0.06043 A^-1
longitudinal semi-axis = 0.13513 A^-1
Fermi energy = 0.06957 eV
counted density / input density = 1.0000
EXCHANGE SHIFTS
spherical-valley value = -0.03018 eV
mean factor Phi = 0.94660
pole factor = 0.68803
equator factor = 1.05682
pole shift = -0.02077 eV
equator shift = -0.03190 eV
mean surface shift = -0.02857 eV = -0.0010500 hartree
mean, direct integration = -0.02857 eV
energy derivative dEx/dn = -0.02857 eV
valley-minimum shift = -0.05714 eV
DENSITY TABLE, g = 6
n = 1e-05 A^-3: mean shift = -0.01326 eV
n = 1e-04 A^-3: mean shift = -0.02857 eV
n = 1e-03 A^-3: mean shift = -0.06156 eV
VALLEY TABLE, n and r fixed
g = 1: shift = -0.05192 eV, E_F = 0.22971 eV, |shift|/E_F = 0.2260
g = 2: shift = -0.04121 eV, E_F = 0.14471 eV, |shift|/E_F = 0.2848
g = 4: shift = -0.03271 eV, E_F = 0.09116 eV, |shift|/E_F = 0.3588
g = 6: shift = -0.02857 eV, E_F = 0.06957 eV, |shift|/E_F = 0.4107
direct shift ratio, g=2 to g=6 = 1.4422
NEGLECTED EFFECTS
one other valley / mean shift = 0.00440
same, direct integration = 0.00439
five others, lattice eps = 0.0220
five others, intervalley eps=1 = 0.2639
screening wavevector = 0.18031 A^-1
screening / Fermi wavevector = 2.2818
screened exchange fraction, sphere = 0.0998
density where these wavevectors match = 1.411e-02 A^-3
```
